Kanzaki forces, the elastic dipole and the 1/V supercell image energy

A model fcc crystal with nearest-neighbour bonds contains one oversized solute. Relaxed in a periodic cell of fixed periods with L³ atoms, the defect energy lies above its extrapolated infinite-crystal value by 6.835×10⁻⁵, 8.112×10⁻⁶ and 1.004×10⁻⁶ hartree at L = 8, 16 and 32. Each doubling of L divides the excess by 8.4 and then 8.1, approaching the ratio 8 of the volumes, although no bond reaches beyond a first neighbour. The power law comes from the long-wave elastic response, and the theorem below gives its coefficient.

## Assumptions

Hartree atomic units are used, repeated indices are summed, and f(q) = Σ_R f(R) e^(−iq·R).

A1. The host is a three-dimensional Bravais lattice of cell volume Ω, with central bonds of finite range, each at its rest length. The label b runs over one vector of each pair ±b, and k_b is the bond stiffness.

A2. The host is stable: the matrix D(q) of Lemma 2 is positive definite away from reciprocal-lattice vectors, and the elastic tensor C is positive definite, with inverse S.

A3. The neutral defect changes finitely many bonds. The energy depends on interatomic distances alone, so it is invariant under translations and rotations.

A4. The relaxed state is a non-degenerate minimum that varies smoothly with the boundary conditions.

With Φ the harmonic force constants of the perfect host, E_d is defined by

E(u) = ½ u·Φu + E_d(u),

so it holds the changed bonds and all anharmonicity. At the relaxed u, the Kanzaki forces, the dipole tensor and two angular functions of a unit vector n are

F(R) = −∂E_d/∂u(R),  P_ij = Σ_R F_i R_j,  K_ik(n) = C_ijkl n_j n_l,  h(n) = (Pn)·K⁻¹(n)(Pn).

An average over n is written ⟨ ⟩. For a direction r̂, n = c r̂ + √(1−c²) z(φ), with z(φ) the unit circle normal to r̂.

## Theorem

(a) F = Φu, so u(q) = D⁻¹(q)F(q).

(b) P is symmetric. In a cell of volume V held at the host periods, with mean stress σ, −dE/dε = −Vσ = P_V, where P_V is the bond form of P in that cell (Lemma 3) and P_V = P + O(1/V) (Lemma 6).

(c) At large r,

u(r) = (8π²r²)⁻¹ ∂_c ∮ K⁻¹(n)Pn dφ at c = 0,

with relative corrections O(1/r), or O(1/r²) for a defect with inversion symmetry when r is measured from the inversion centre, which need not be a lattice site.

(d) For supercells of fixed shape and fixed periods, E_V − E_∞ = A/V + O(V^(−5/3)), with

A = ⟨h⟩/2 + (V/2) Σ′_R W(R),  W(r) = (8π²r³)⁻¹ ∂_c² ∮ h dφ at c = 0,

summed over supercell vectors R ≠ 0 in spherical order. For a stress-free cell, A becomes A − P:S:P/2.

## Lemma 1 (Kanzaki forces)

F = Φu and Σ_R F(R) = 0.

Proof. Equilibrium reads Φu + ∂E_d/∂u = 0. A uniform shift t leaves E_d unchanged, so t·ΣF = 0. Φ depends on R − R′, so the transform turns Φu = F into D(q)u(q) = F(q), which A2 allows to be inverted for q ≠ 0. This proves (a): the perfect harmonic lattice loaded with F reproduces the relaxed displacements. ∎

## Lemma 2 (long waves)

D(q) = ΩK(q) + O(q⁴) and F(q) = −iPq + O(q²).

Proof. A bond at rest length has no tension, so its energy to second order in Δ = u(R+b) − u(R) is ½k_b(b̂·Δ)². Differentiating the sum over bonds gives

(Φu)(R) = Σ_b k_b b̂ b̂·[2u(R) − u(R+b) − u(R−b)],

D(q) = Σ_b k_b b̂b̂ (2 − 2cos q·b) = Σ_b k_b b̂b̂ (q·b)² + O(q⁴).

A homogeneous strain gives b̂·Δ = |b| b̂·εb̂. Equating ½Σ_b k_b|b|²(b̂·εb̂)² to ½Ω ε:C:ε yields

C_ijkl = Ω⁻¹ Σ_b k_b |b|² b̂_i b̂_j b̂_k b̂_l,

and contraction with q_j q_l reproduces the leading term of D/Ω. K(n) is invertible because a·K(n)a = ε:C:ε > 0 for ε the symmetrised product of a and n. Expanding e^(−iq·R) = 1 − iq·R − ½(q·R)² + … in F(q), the first term vanishes by Lemma 1 and the second is −iP_ij q_j. ∎

## Lemma 3 (strain, symmetry, relaxed cell)

Statement (b) holds, and releasing the stress gives ΔV = tr(S:P) and an energy change −P:S:P/(2V), both with relative error O(1/V).

Proof. Let τ(R,b) = −∂E_d/∂Δ(R,b). Site R starts the bond (R,b) and ends the bond (R−b,b), so F(R) = Σ_b[τ(R−b,b) − τ(R,b)]. Shifting R by b in the first term,

Σ_R F_i R_j = Σ τ_i [(R+b)_j − R_j] = Σ τ_i b_j.

This bond form defines P_V in a periodic cell. Add a displacement εR to the periodic u, so that Δ → Δ + εb. The harmonic cross term Σ_b k_b(b̂·εb) b̂·Σ_R Δ vanishes, since Σ_R Δ = 0 for periodic u. The change of u with ε does not enter dE/dε, because E is stationary in u. Hence dE/dε_ij = −Σ τ_i b_j = −P_ij at ε = 0, and Vσ = dE/dε defines σ.

An infinitesimal rotation ω displaces the atoms by ωR + ωu and costs nothing, so 0 = −P:ω + (∂E/∂u)·ωu. The last term vanishes at equilibrium, so P:ω = 0 for every antisymmetric ω.

Finally E(ε) = E(0) − P:ε + ½V ε:C:ε, up to a defect term of order ε² and a host term of order Vε³. The minimum is ε = S:P/V, where both omitted terms are O(V⁻²). Substitution gives ΔV = V tr ε and the energy −P:S:P/V + P:S:P/(2V). ∎

Remark. Away from equilibrium the term (∂E/∂u)·ωu need not vanish, and symmetry is not guaranteed. For a test defect with twelve unequal misfits, the largest difference between the ij and ji elements of the virial is 1.8×10⁻¹⁴ hartree when relaxed and 9.3×10⁻⁶ hartree at half the displacements.

Remark (tail of F). Far from the defect τ is the anharmonic bond force, quadratic in Δ. By (c), Δ ∝ r⁻³, so τ ∝ r⁻⁶, consistently with the convergence of P. A site moment cut at R_c omits ∫r⁻⁶r²dr ∝ R_c⁻³, and it cuts about R_c² bonds with lever arm R_c, which is again R_c⁻³. The moments of F of second and third order involve ∫r⁻³dr and ∫r⁻²dr and converge too, which justifies the expansion of F(q) through q³.

## Lemma 4 (far field and pair energy)

Statement (c) holds, and two equal dipoles at separation r interact with energy W(r), whose angular mean is zero.

Proof. In u(R) = Ω∫d³q (2π)⁻³ D⁻¹F e^(iq·R), insert 1 = χ + (1−χ), with χ(q) smooth, radial, equal to 1 near q = 0 and zero near the zone boundary. The (1−χ) part is the transform of a smooth periodic function and decays faster than any power. In the χ part, a term homogeneous of degree p in q gives r^(−3−p), by the substitution q → q/r. The leading term has p = −1. With q = qn and v(n) = K⁻¹(n)Pn, Lemma 2 gives ΩD⁻¹F → −iv/q. Since v is odd in n, the cosine part of e^(iqrc) drops out, and −i·i = 1:

u = (2π)⁻³ ∫dc dφ v(n) ∫₀^∞ q sin(qrc) dq.

Half of ∫e^(iqx)dq = 2πδ(x) is ∫₀^∞cos(qx)dq = πδ(x). Differentiating once and twice in x,

∫₀^∞ q sin(qx) dq = −πδ′(x),  ∫₀^∞ q² cos(qx) dq = −πδ″(x).

With δ′(rc) = δ′(c)/r² and ∫δ′(c)f dc = −f′(0), the two signs cancel and π/(2π)³ = 1/(8π²), which is (c). Because ∂_k corresponds to iq_k, this is u_i = −P_jk∂_kG_ij, with G the transform of K⁻¹(q). The q² term of F gives p = 0 and a field r⁻³. Inversion symmetry, with R measured from the inversion centre, makes F(R) odd and removes that term, leaving p = 1, from q³ in F and q⁴ in D, with field r⁻⁴.

For fixed forces, ½u·Φu − F·u has its minimum −½F·Φ⁻¹F at u = Φ⁻¹F. Two copies displaced by r have the transform F(q)(1 + e^(−iq·r)), with |1 + e^(−iq·r)|² = 2 + 2cos q·r. The cross term is −Ω∫d³q(2π)⁻³ F†D⁻¹F cos q·r, and ΩF†D⁻¹F → h(n), so

W(r) = −(2π)⁻³ ∫dc dφ h(n) ∫₀^∞ q² cos(qrc) dq = (8π²r³)⁻¹ ∂_c² ∮ h dφ,

using δ″(rc) = δ″(c)/r³ and ∫δ″f dc = f″(0). Averaging over r̂ makes cos q·r a function of |q| alone, which replaces h by the constant ⟨h⟩, and ∂_c² of a constant is zero. ∎

Remark (isotropic limit). A host obeying A1 has λ = μ, but the evaluation below uses only K and holds for a general isotropic continuum. For Lamé constants λ and μ, K_ik = μδ_ik + (λ+μ)n_in_k, so Kn = (λ+2μ)n. With P_ij = Pδ_ij, v = Pn/(λ+2μ) and ∮n dφ = 2πc r̂, giving u = P r̂/[4π(λ+2μ)r²]. Here h = P²/(λ+2μ) is constant and W = 0.

Remark (two volumes). The transform of ∇·u is iq·(−iv/q) = n·v. Its mean gives ⟨n·v⟩δ(r), and the zero-mean rest integrates to zero over a ball, whose transform is radial. The flux of u through a large sphere in the infinite medium is therefore ⟨n·K⁻¹Pn⟩. In the isotropic limit this is P/(λ+2μ), smaller than ΔV = P/B with bulk modulus B = λ + 2μ/3.

## Lemma 5 (periodic cell, fixed forces)

For fixed forces of finite range, the fixed-period part of (d) holds.

Proof. Fixed periods admit the wave vectors G of the supercell reciprocal lattice, N = V/Ω of them in the zone, and G = 0 is a rigid shift on which F(0) = 0 does no work. With g = F†D⁻¹F,

E_V − E_∞ = −(2N)⁻¹ [Σ_(G≠0) g(G) − V∫d³q (2π)⁻³ g].

Poisson summation states Σ_G f(G) = VΣ_R f̂(R), with f̂(R) = ∫d³q(2π)⁻³ f e^(iq·R), and its R = 0 term is the integral in the bracket. For (1−χ)g the bracket is VΣ′f̂(R), negligible to any power. Expand χg in homogeneous terms g_p.

For p > 0, g_p(0) = 0 and f̂ ∝ R^(−3−p) is absolutely summable, so the contribution to the energy is (V/N)Σ′R^(−3−p) ∝ V^(−1−p/3). The term p = 1 is the cross term of the imaginary −iPq with the real q² term of F through the real symmetric K⁻¹, and it cancels against its complex conjugate. The first correction is p = 2, of order V^(−5/3).

For p = 0, g₀ = h/Ω, and h = ⟨h⟩ + δh. The function ⟨h⟩χ is smooth, so its sum over all G equals its integral, and omitting G = 0 leaves −⟨h⟩ in the bracket. The function δhχ has zero integral, no limit at G = 0, and f̂(R) → −W(R) by Lemma 4. Weight the real-space sum with a radial w(R/R_m), w(0) = 1. In q space this convolves δhχ with a radial kernel of width 1/R_m, which gives the angular mean, zero, at G = 0 and tends to δhχ at G ≠ 0 as R_m → ∞. Thus Σ_(G≠0)δhχ = −VΣ′W in spherical order, and with NΩ = V,

E_V − E_∞ = −(2V)⁻¹[−⟨h⟩ − VΣ′W] = ⟨h⟩/(2V) + ½Σ′W.

W ∝ R⁻³ makes VΣ′W independent of size at fixed shape. ∎

The p = 0 bracket evaluated directly, with a smooth radial cutoff sent to infinity, is the reciprocal form A = −½[Σ_(G≠0)hχ − V∫d³q(2π)⁻³hχ].

## Lemma 6 (relaxing defect)

Lemma 5 holds with the relaxed forces of the infinite crystal, up to O(V⁻²), and P_V = P + O(1/V).

Proof. Let E_d depend on a finite set of independent displacement differences y = Tu. Minimise ½u·Φu at fixed y with multipliers τ: Φu = Tᵀτ, so y = Γ_Vτ with Γ_V = TΦ_V⁻¹Tᵀ, and the minimum is ½y·Γ_V⁻¹y. Then

E_V = min_y [½ y·Γ_V⁻¹y + E_d(y)],

with stationarity τ = −∂E_d/∂y and F = Tᵀτ. Lemma 5, applied to each pattern Tᵀτ, shows that the quadratic form δΓ = Γ_V − Γ_∞ is O(1/V). By stationarity the first-order change is taken at fixed y, and δ(Γ⁻¹) = −Γ⁻¹δΓΓ⁻¹ gives −½τ·δΓτ, the fixed-force result with the relaxed τ. By A4, y and P shift by O(1/V) and the energy by a further O(V⁻²). ∎

For an anharmonic host the extension rests on order counting. Bonds beyond R_c change P by R_c⁻³ and carry cubic energy ∫r⁻⁹r²dr ∝ R_c⁻⁶, and for R_c ∝ L both effects on E_V are O(V⁻²). The example tests the coefficient A for an anharmonic host, but does not isolate the order of these corrections. Lemmas 5 and 6 give the fixed-cell part of (d), and Lemma 3 adds the stress-free term.

Remark. The term ⟨h⟩/2 is positive and survives when W = 0, so fixed periods cost energy even where the images do not interact pairwise. For an isotropic medium and dipole, A = P²/[2(λ+2μ)] at fixed periods and (P²/2)[1/(λ+2μ) − 1/B] < 0 at zero stress.

Remark (limits). A1 makes C symmetric in all four indices, so C₁₂ = C₄₄ in a cubic host; most real crystals break this Cauchy relation, and the lattice proof given here does not cover them. A net charge violates A3 and adds a term of degree −2 to the summand, giving V^(−1/3) by the same scaling. A change of defect configuration with cell size violates A4. If K(n) is nearly singular in some direction, h can vary sharply around it, with a peak when Pn has a component along the soft polarisation, and the coefficients of the neglected terms are not controlled by the proof.

## Worked example

The host is fcc with round parameters: a = 7 bohr and Morse bonds D₀(1 − e^(−α(r−d)))², with D₀ = 0.010 hartree, α = 1 bohr⁻¹, d = a/√2 = 4.9497 bohr, k = 2D₀α² = 0.02 hartree/bohr² and Ω = a³/4 = 85.75 bohr³. The twelve solute bonds have depth 1.5D₀ and rest length d + 0.25 bohr. Energies are measured from the bond minima, which drops a size-independent constant.

In Lemma 2, k|b|²/Ω = 2k/a. Four of the six bonds have b̂_x⁴ = ¼ and two have b̂_x²b̂_y² = ¼, so C₁₁ = 2k/a = 0.005714, C₁₂ = C₄₄ = k/a = 0.002857 and B = (C₁₁ + 2C₁₂)/3 = 0.003810 hartree/bohr³ (112 GPa).

Dipole. The first shell moves out by 0.0983 bohr and carries a radial Kanzaki force of 0.008107 hartree/bohr. Its moment is 12Fd/3 = 4 × 0.008107 × 4.9497 = 0.1605 hartree. Farther shells, loaded by host anharmonicity, raise this to 0.16752, against the virial P = 0.16753 hartree (4.56 eV) at L = 32. The moment missing under smooth cutoffs at 3.5d and 7d is 3.59×10⁻⁴ and 4.78×10⁻⁵ hartree, an exponent of 2.9 where 3 is predicted. The drift ratio (P₁₂ − P₁₆)/(P₂₄ − P₃₂) is 8.2, where a 1/V drift gives 8. The unrelaxed forces give P = 0.2166 hartree.

Field. For the forces within 4.1d (P = 0.16713 hartree), (c) gives r²u_r = 0.411, 2.576 and 3.624 bohr³ along [100], [110] and [111], a ninefold anisotropy. The harmonic lattice response along [111] is 3.467 at 36.4 bohr and 3.584 at twice that distance. Relative to the largest amplitude, the worst deviation falls from 4.3% to 1.1%, both values along [111], close to the factor 4 of an r⁻² correction. These lattice values are extrapolated in 1/V from periodic cells with L = 96 and 128, which leaves an image term of order V^(−5/3) that grows with r. Along [110] the deviation falls by 4.7 over the same doubling. Along [100], where the amplitude is small, this extrapolation gives a fall of 2.5; removing the V^(−5/3) term as well, with L = 80 as a third size, moves the far value from 0.405 to 0.407 bohr³ and the fall to 3.9, and shifts the far [111] value by about 0.001.

Volumes. A hydrostatic strain obeys C:(eδ) = 3Beδ, so tr(S:P) = P/B = 0.16753/0.003810 = 44.0 bohr³ = 0.51Ω. The flux is ⟨h⟩/P = 2 × 2.1062/0.16753 = 25.1 bohr³. Direct zero-stress relaxation at L = 16 gives ΔV = 43.97 bohr³ and −1.0489×10⁻⁵ hartree, against 43.99 and −1.0496×10⁻⁵ from Lemma 3 with P₁₆.

Image energy. For the L×L×L primitive supercell, with P from L = 32,

A = 2.1062 + 0.7056 = 2.8118 hartree bohr³,

and the reciprocal form gives the same four decimals. P at L = 32 still lies 5×10⁻⁵ (relative) above its extrapolated infinite-crystal value 0.167521, which gives A = 2.8115, so 0.0003 of the gap to the fitted value below is the drift of P. An exact five-parameter fit of the five relaxed energies at L = 12, 16, 20, 24 and 32 to a constant plus L⁻³, L⁻⁵, L⁻⁶ and L⁻⁷ gives A = 2.8111 and E_∞ = 0.0082907 hartree (225.6 meV). At L = 8,

A/V = 2.8118/43904 = 6.404×10⁻⁵ hartree (1.74 meV),

and 6.835×10⁻⁵ − 6.404×10⁻⁵ = 4.3×10⁻⁶ hartree remains, 6% of the raw excess. The remainders at L = 16 and 32, measured from the fitted E_∞, are 1.07×10⁻⁷ and 3.1×10⁻⁹ hartree, so the ratios are 40 and 35, against the 32 of V^(−5/3). This is a consistency check only: E_∞ comes from a fit that already contains L⁻⁵, and the gap of 0.0007 between the two values of A is alone worth 2.5×10⁻¹⁰ hartree at L = 32. The bare dipole gives A = 2.8118 × (0.21662/0.16753)² = 4.70, which the supercell energies exclude. At zero stress, P²/(2B) = 3.6837 and A = 2.8118 − 3.6837 = −0.872 hartree bohr³, so the error changes sign.

Other geometries, with fixed forces f = 0.01 hartree/bohr on harmonic lattices. A simple cubic lattice with stiffness k on first and second neighbours has, by Lemma 2, C₁₁ = k/a + 2k/a and C₁₂ = C₄₄ = k/a, so C₁₁ = C₁₂ + 2C₄₄ and it is isotropic with λ + 2μ = 3k/a. Six radial forces give P = 2fa = 0.14 hartree and A = 0.14²/(6 × 0.002857) = 1.1433, which the lattice energies reproduce. A force pair along one fcc bond gives A = 0.1072 in the L×L×L cell and −0.0547 hartree bohr³ in the L×L×2L cell doubled along that bond, from the lattice and from the reciprocal form alike. Since ⟨h⟩/2 is positive and the same in both cells, the shape term of the doubled cell is negative and outweighs ⟨h⟩/2, and a fixed cell can underestimate the defect energy.

The numerical check asserts the elastic constants, the Kanzaki moment against the virial (to 0.3%), the tail exponent (within 0.6 of 3), a drift ratio above 5.5, a far-field deviation below 5% that falls by more than 2.5 on doubling r, the flux, the real against the reciprocal A (0.1%), the fitted A (1%, and more than 10% from the bare value), the zero-stress results (1%) and the other geometries; the excess and the remainder are printed for each size, but their size ratios are not asserted. It also asserts (c) against the differentiated Kelvin tensor for a general symmetric P and (b) against finite differences of relaxed energies.

Calculated quantities

```
a = 7.0 bohr, D = 0.01 Ha, alpha = 1.0 1/bohr, depth ratio = 1.5, misfit = 0.25 bohr
d = 4.9497 bohr, k = 0.0200 Ha/bohr^2, Omega = 85.75 bohr^3
C11, C12, C44, B = 0.005714, 0.002857, 0.002857, 0.003810 Ha/bohr^3 (B = 112.1 GPa)
low symmetry, L=10: dE/dh = -0.1069653 Ha, virial:e = -0.1069652 Ha
antisymmetric virial: relaxed 1.8e-14 Ha, half relaxed 9.3e-06 Ha
first shell: radial u = 0.09832 bohr, Kanzaki force = 0.008107 Ha/bohr
P bare = 0.21662 Ha, P first shell = 0.16051 Ha, P within 4.1 d = 0.16713 Ha
L=32: P virial = 0.16753 Ha (4.559 eV), P Kanzaki moment = 0.16752 Ha
missing moment at Rc = 3.5 d, 7 d: 3.591e-04, 4.775e-05 Ha, exponent 2.91
(P12-P16)/(P24-P32) = 8.22
[110] r^2 u_r: lattice 2.7182 (r=34.6 bohr), 2.6062 (2r), continuum 2.5762 bohr^3
[100] r^2 u_r: lattice 0.3967 (r=35.0 bohr), 0.4052 (2r), continuum 0.4110 bohr^3
[111] r^2 u_r: lattice 3.4671 (r=36.4 bohr), 3.5843 (2r), continuum 3.6241 bohr^3
largest far-field deviation: near 0.0433, far 0.0110 (relative)
flux of u = 25.144 bohr^3, tr(S:P) = 43.977 bohr^3 = 0.5128 Omega
<h>/2 = 2.10618, (V/2) sum W = 0.70562, A real = 2.81180 Ha bohr^3
A reciprocal = 2.81178, A fit = 2.81108, A bare = 4.70098 Ha bohr^3
P:S:P/2 = 3.68368, A stress-free = -0.87190 Ha bohr^3
E_inf = 0.008290696 Ha (225.601 meV)
L=8 V=43904 bohr^3 P=0.168123 E=0.008359047 raw=6.835e-05 corrected=4.31e-06 Ha
L=12 V=148176 bohr^3 P=0.167692 E=0.008310148 raw=1.945e-05 corrected=4.76e-07 Ha
L=16 V=351232 bohr^3 P=0.167592 E=0.008298808 raw=8.112e-06 corrected=1.07e-07 Ha
L=20 V=686000 bohr^3 P=0.167557 E=0.008294829 raw=4.133e-06 corrected=3.41e-08 Ha
L=24 V=1185408 bohr^3 P=0.167542 E=0.008293081 raw=2.385e-06 corrected=1.35e-08 Ha
L=32 V=2809856 bohr^3 P=0.167530 E=0.008291700 raw=1.004e-06 corrected=3.09e-09 Ha
L=8: A/V = 6.4044e-05 Ha = 1.743 meV
L=16 zero stress: strain 4.1731e-05, dE = -1.0489e-05 Ha, formula -1.0496e-05 Ha
L=16 zero stress: dV = 43.973 bohr^3, formula 43.993 bohr^3
fixed forces f = 0.01 Ha/bohr; isotropic sc: A lattice 1.14330, formula 1.14333 Ha bohr^3
fcc bond dipole LxLxL: A lattice 0.10719, formula 0.10719 Ha bohr^3
fcc bond dipole LxLx2L: A lattice -0.05473, formula -0.05471 Ha bohr^3
```
